\section*{A low channelling yield along one axis does not prove substitution}

\section{An interstitial that looks fully substitutional}

Helium ions of 2.0 MeV enter a silicon crystal parallel to a $\langle111\rangle$ axis. In a calculation that follows them from atom to atom, the yield of close encounters with the silicon atoms is $0.026\pm0.006$ of its value for a randomly directed beam. For a dilute impurity it is $0.025\pm0.006$. If every impurity atom off a lattice site is assumed to have the random yield, these numbers convert to a substitutional fraction of 1.000. Yet not one impurity atom occupies a lattice site: all were placed on tetrahedral interstitial sites.

Changing to a $\langle100\rangle$ axis does not expose the error, since the apparent fraction is then 1.001. Along $\langle110\rangle$ the same impurity gives a yield of $2.05\pm0.07$, twice the random value, while the host yield is $0.017\pm0.003$.

Throughout, a yield $\chi$ is the probability of a close encounter divided by that for a uniform ion flux. It is taken between depths of 50 and 200 nm, behind the first atomic layers. The impurity is too dilute to alter the ion flux, and it vibrates like a host atom unless stated otherwise.

\section{Where the interstitial hides}

Let $a$ be the cubic lattice constant, and write a position as $(a/4)(q_1,q_2,q_3)$. The silicon atoms are the integer triples of two kinds:
\begin{equation}
\begin{aligned}
&\text{all } q_i \text{ even}, && q_1+q_2+q_3\equiv 0 \pmod 4,\\
&\text{all } q_i \text{ odd}, && q_1+q_2+q_3\equiv 3 \pmod 4 .
\end{aligned}
\label{atoms}
\end{equation}
The first line is the face-centred lattice through the origin. The second is the same lattice shifted by $(1,1,1)$.

The tetrahedral sites, called T, are the atomic positions shifted by $(2,2,2)$. This shift keeps the parity of each coordinate and adds $6\equiv2$ to the sum. T sites are therefore even triples with sum $\equiv2$, or odd triples with sum $\equiv1$, modulo 4. Atoms and T sites together make up all integer triples of common parity.

A site $\mathbf s$ is \emph{hidden} along $\mathbf v$ if the line through it parallel to $\mathbf v$ meets an atom:
\begin{equation}
\mathbf s=\mathbf R+t\mathbf v\quad\text{for some atom }\mathbf R\text{ and real }t .
\label{hidden}
\end{equation}
Take the T site $(2,2,2)$.

\begin{itemize}
\item Along $[111]$, one step back leads to $(1,1,1)$, an odd triple with sum 3, hence an atom.
\item Along $[001]$, two steps back lead to $(2,2,0)$, an even triple with sum 4, hence an atom.
\item Along $[110]$, the line consists of the points $(2+t,2+t,2)$. An atom with $q_3=2$ has even coordinates and $q_1+q_2\equiv2$ modulo 4. Since $2q_2\equiv0$, also $q_1-q_2\equiv2$. On the line $q_1-q_2=0$, so it meets no atom.
\end{itemize}

In the projection along $[110]$ the nearest row passes through $(1,1,1)$. Its transverse distance from the T site is $a/4=0.136$ nm, many times the vibration amplitude of 0.0078 nm used here. The site lies in the open channel.

The T site is thus behind the same row as the host atoms in the first two views, but at another position along it. An aligned beam measures the transverse position. It leaves the coordinate along the row undetermined.

\section{What complete shadowing does prove}

An impurity may occupy several sites that are equivalent by crystal symmetry. Let a symmetry operation $g$ map the atoms onto themselves, and let $W$ be its rotational part. Applying $g^{-1}$ to (\ref{hidden}) shows that $g\mathbf s$ is hidden along $\mathbf v$ precisely when $\mathbf s$ is hidden along $W^{-1}\mathbf v$. If equivalent sites are equally populated, the hidden fraction along one axis therefore equals the fraction of directions in that axis family along which a single site is hidden. Complete shadowing along one axis then means that $\mathbf s$ is hidden along the whole family.

\textbf{Statement.} In the diamond structure, a site hidden along all $\langle111\rangle$ directions, or along all $\langle100\rangle$ directions, is either a lattice site or a T site, and both kinds are so hidden. A site hidden along all $\langle110\rangle$ directions is a lattice site.

\textbf{Both kinds are hidden along $\langle111\rangle$ and $\langle100\rangle$.} For an atom this is immediate, with $t=0$. From a T site, take two steps along $(\pm1,\pm1,\pm1)$. Parities are unchanged, and the coordinate sum changes by twice an odd number, which is 2 modulo 4. The result satisfies (\ref{atoms}). Two steps along a cube axis also change the sum by 2 and keep the parities, so they too lead to an atom.

\textbf{Converse for $\langle100\rangle$.} If $\mathbf s$ is hidden along $[001]$, its $q_1,q_2$ are those of an atom: integers of equal parity. Being hidden along $[100]$ gives the same for $q_2,q_3$. All three are integers of common parity, so $\mathbf s$ is an atom or a T site.

\textbf{Converse for $\langle111\rangle$.} Moving along $[111]$ leaves coordinate differences unchanged, so $q_1-q_2$ and $q_2-q_3$ are even integers, as they are for atoms. Moving along $[11\bar1]$ leaves $q_2+q_3$ unchanged, so this is also an even integer. Adding,
\begin{equation}
2q_2=(q_2-q_3)+(q_2+q_3)
\end{equation}
is even, and $q_2$ is an integer. The other coordinates differ from it by even integers. Again all three have common parity.

\textbf{Proof for $\langle110\rangle$.} Let $\mathbf s$ be hidden along $[110]$ and $[1\bar10]$. Both displacements leave $q_3$ unchanged, so $q_3$ is an integer. The first preserves $D=q_1-q_2$ and the second preserves $S=q_1+q_2$. Each therefore has a value allowed for atoms in the plane $q_3$.

If $q_3$ is even, (\ref{atoms}) gives $S\equiv-q_3$. For an atom with even $q_2$, $D=S-2q_2\equiv S$, so also $D\equiv-q_3$ modulo 4. Hence $S-D$ is a multiple of 4, and
\begin{equation}
q_2=\frac{S-D}{2},\qquad q_1=q_2+D
\end{equation}
are both even. The full sum is $S+q_3\equiv0$, as an atom requires.

If $q_3$ is odd, (\ref{atoms}) gives $S\equiv3-q_3$. For an atom with odd $q_2$, $2q_2\equiv2$, so $D\equiv1-q_3$. Now $S-D\equiv2$ modulo 4, which makes $q_2$ odd. Since $D$ is even, $q_1$ is odd too, and $S+q_3\equiv3$. The site is again an atom. $\square$

An enumeration of all points whose coordinates are multiples of $a/8$ agrees. Per cubic cell, 16 points are hidden along all $\langle111\rangle$ directions, 16 along all $\langle100\rangle$, and 8 along all $\langle110\rangle$. The cell has 8 atoms and 8 T sites.

Equal population matters. The point $(1,1,0)$ lies midway between neighbouring atoms on a $[110]$ row and is hidden along that direction, though along just one of the six $\langle110\rangle$ directions. If defects formed with one preferred orientation, a single $[110]$ measurement could mistake it for a lattice site. The proof supplies the remedy: complete shadowing along both $[110]$ and $[1\bar10]$ establishes a lattice site without any assumption about populations.

\section{From hidden sites to yields}

Geometry says where the rows are. The ion flux near them follows from the repulsion between the ion and the atoms. Let $Z_1=2$, $Z_2=14$, and let $e^2$ be in Gaussian notation. With the Molière form of screening,
\begin{equation}
V(R)=\frac{Z_1Z_2e^2}{R}\sum_i\alpha_i e^{-\kappa_iR},
\qquad \kappa_i=\frac{\beta_i}{a_s},
\end{equation}
where $\alpha_i=(0.10,0.55,0.35)$, $\beta_i=(6,1.2,0.3)$ and $a_s=0.0194$ nm. Average this over a row with mean atomic spacing $d$. Setting $z=r\sinh\tau$ gives $dz/\sqrt{r^2+z^2}=d\tau$, so
\begin{equation}
\begin{aligned}
U_{\rm row}(r)&=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz\\
&=\frac{Z_1Z_2e^2}{d}\sum_i\alpha_i\int_{-\infty}^{\infty}e^{-\kappa_i r\cosh\tau}d\tau\\
&=\frac{2Z_1Z_2e^2}{d}\sum_i\alpha_iK_0(\kappa_i r).
\end{aligned}
\end{equation}
The last step is the integral representation of the modified Bessel function $K_0$. The total potential $U$ is the sum over rows.

At a small angle $\theta$ to the axis, an ion of energy $E$ has transverse kinetic energy $E\theta^2$. For static, continuous rows
\begin{equation}
E_\perp=E\theta^2+U(\mathbf r)
\end{equation}
is conserved. A parallel ion entering at $\mathbf r_0$ has $E_\perp=U(\mathbf r_0)$ and cannot reach points of higher potential.

Assume next that each ion has explored its transverse energy surface evenly. With $M$ the ion mass and $p$ its transverse momentum, the density at an allowed point is proportional to
\begin{equation}
\int\delta\!\left(E_\perp-U-\frac{p^2}{2M}\right)2\pi p\,dp=2\pi M ,
\end{equation}
which does not depend on position. The ion is spread uniformly over the area $A(E_\perp)$ in which $U<E_\perp$.

Let $A_0$ be the transverse cell area. A fraction $dA(\varepsilon)/A_0$ of the ions enters with $E_\perp$ between $\varepsilon$ and $\varepsilon+d\varepsilon$, and each has density $1/A(\varepsilon)$. Dividing by the uniform density $1/A_0$ gives the relative flux at $\mathbf s$:
\begin{equation}
F(\mathbf s)=A_0\int_{\varepsilon>U(\mathbf s)}\frac{dA(\varepsilon)}{A_0}\frac1{A(\varepsilon)}
=\int_{A(U(\mathbf s))}^{A_0}\frac{dA}{A}
=\ln\frac{A_0}{A(U(\mathbf s))}.
\label{flux}
\end{equation}
If the allowed region splits into equivalent channels, entry area and accessible area are divided by the same number, and the result stands.

With $w=A(U)/A_0$, the mean of $F$ over the cell is $\int_0^1(-\ln w)\,dw=1$. Flux missing near the rows must reappear in the channels.

\textbf{Near a row.} Let $A_r$ be the transverse area per row. Points of higher potential fill a disc of area $\pi r^2$ around each row, so
\begin{equation}
F=-\ln\left(1-\frac{\pi r^2}{A_r}\right)\simeq\frac{\pi r^2}{A_r}.
\end{equation}
An atom vibrating with rms amplitude $u$ in each direction has $\langle r^2\rangle=2u^2$, hence
\begin{equation}
\chi_{\rm row}\simeq\frac{2\pi u^2}{A_r}.
\label{rowyield}
\end{equation}
Nothing here refers to the position along the row. At this level a T impurity along $\langle111\rangle$ or $\langle100\rangle$ has the same yield as the host.

\textbf{In the $\langle110\rangle$ channel.} The potential is below its value at the T site in a fraction 0.119 of the area. Equation (\ref{flux}) gives $F=\ln(1/0.119)=2.13$, and averaging over the vibration leaves 2.13. The yield exceeds one for two reasons together: the 88\% of parallel ions that enter at a higher potential can all pass over the site, and each of them is confined to part of the cell, which raises its density there.

\section{Reading the numbers}

The yields in the opening do not rest on (\ref{flux}). They come from 2500 ions deflected by individual, independently displaced atoms, with straight flight between atomic planes. For a collision at transverse distance $r$, the impulse divided by the ion momentum is
\begin{equation}
\theta=-\frac1{2E}\frac{d}{dr}\int_{-\infty}^{\infty}V\,dz
=\frac{Z_1Z_2e^2}{E}\sum_i\alpha_i\kappa_iK_1(\kappa_i r),
\end{equation}
where $K_0'=-K_1$ was used. Deflections are neglected beyond 0.25 nm. This range omits a row that bounds the $\langle110\rangle$ channel at 0.272 nm from the T site. Extending it to 0.6 nm lowers the window-averaged $\langle110\rangle$ T yield by about 0.1 and shifts the yield in single 10 nm depth slices by up to about 1, while the host yield is unchanged within its error; the T yield should be read as $2.0$ to $2.1$.

This calculation samples S (lattice) and T sites at their true depths. Along a $[111]$ row, atoms follow the preceding atom at 0.235 and 0.706 nm, whereas T sites do so at 0.235 and 0.470 nm. The host and impurity yields could therefore have differed. They are 0.0255 and 0.0252, nearly equal. Their errors, about 0.006 each, come from the same ions and are not independent.

For $\langle110\rangle$ the simulated T yield of $2.05\pm0.07$, an average over the depth window, is close to the equilibrium value of 2.13. This does not show that equilibrium has been reached: within the window the yield still varies strongly with depth, running, in 10 nm slices, from little more than 1 at some depths to above 3 at others. The row estimate for the host is too low. With $A_r=0.0521$ nm$^2$, (\ref{rowyield}) gives
\begin{equation}
\chi_{\rm row}\simeq\frac{2\pi(0.0078)^2}{0.0521}=0.0073,
\end{equation}
against a simulated $0.017\pm0.003$. Scattering by displaced atoms, which static rows omit, is a plausible cause, but its share was not isolated.

The apparent substitutional fraction rests on a two-population assumption: a fraction $f$ has the host yield $\chi_h$, and the rest has yield one. Then
\begin{equation}
\chi=f\chi_h+(1-f)\quad\Longrightarrow\quad f=\frac{1-\chi}{1-\chi_h}.
\label{fraction}
\end{equation}
For the T impurity along $\langle111\rangle$ this is $0.9748/0.9745=1.000$. What has been found is the fraction shadowed by rows. Along $\langle110\rangle$ it is $(1-2.052)/(1-0.017)=-1.07$. The negative value shows that the assumption of unit yield for the second population has failed.

The same failure can be less conspicuous. Put 20\% of the impurity on T and 80\% on lattice sites. Along $\langle110\rangle$,
\begin{equation}
\chi=0.8(0.0171)+0.2(2.052)=0.424 .
\end{equation}
Equation (\ref{fraction}) would report $0.576/0.983=0.59$ instead of 0.80. If S and T are known to be the sole sites, the T fraction $g$ follows from $\chi=(1-g)\chi_S+g\chi_T$:
\begin{equation}
g=\frac{\chi-\chi_S}{\chi_T-\chi_S}.
\end{equation}
This needs a $\chi_T$ calculated for the depth range actually measured, since the T yield varies with depth. Along $\langle111\rangle$ and $\langle100\rangle$ the calculated denominator is smaller than 0.001 in magnitude, so in practice those axes cannot determine $g$.

\section{Resolution and real crystals}

Even along $\langle110\rangle$, ``hidden'' means close to a row. For a transverse displacement $\delta$, $\langle r^2\rangle$ becomes $2u^2+\delta^2$, so the equilibrium estimate rises by $\pi\delta^2/A_r$. In the simulation, moving the impurity off the row by 0.01 nm raises the yield from 0.017 to 0.028, and by 0.02 nm to 0.054. In the last case (\ref{fraction}) still gives $0.946/0.983=0.96$. An apparent fraction of 0.96 may mean that 4\% of the atoms sit where the yield is one, that about 2\% sit on T sites, or that all are slightly displaced. Softer vibration acts similarly: doubling the T impurity's vibrational variance raises its $\langle111\rangle$ yield from 0.025 to 0.036.

The beam energy and lattice constant are in the regime of ordinary backscattering analysis of silicon near room temperature; the vibration amplitude is a rough value for that temperature. The impurity is hypothetical, and must be sufficiently heavier than silicon for its backscattering signal to separate from that of the host over the whole depth window; an element only slightly heavier can overlap the host signal when it lies deep. The model neglects energy loss, estimated at 49 keV, or 2.5\% of the beam energy, by 200 nm. It also neglects scattering by electrons. If an electron takes energy $T_e$ as a transverse recoil, then $\theta^2=2m_eT_e/(2ME)$. Assigning the whole loss $\Delta E$ to such recoils gives
\begin{equation}
\theta_{\rm rms}=\sqrt{\frac{m_e}{M}\frac{\Delta E}{E}}\simeq0.105^\circ .
\end{equation}
Together with a beam divergence of $0.03^\circ$ per transverse axis, this is a spread of $0.08^\circ$ per axis. Imposed in full at the surface, it gives a $\langle110\rangle$ T yield of $1.90\pm0.06$, against $2.05\pm0.07$ without it, a drop that these statistics barely resolve but that is real: with more ions it is about 0.2, or 10\%. The lattice-site yield is then $0.022\pm0.006$. The distinction survives. Implanted crystals also contain damage, surface films and relaxed surroundings of the impurity. Displacement of the impurity itself off a row has the effect sized above; displaced neighbours, damage, films and correlated vibrations were not sized.

For silicon, then, a low $\langle111\rangle$ or $\langle100\rangle$ yield should be followed by a $\langle110\rangle$ measurement. If preferred orientation is possible, one such direction is not enough; complete shadowing along two perpendicular $\langle110\rangle$ directions is sufficient, within the resolution for small displacements estimated above. The yields and error estimates are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
ion energy: 2.0 MeV; lattice constant: 0.5431 nm
1D rms vibration (rough): 0.0078 nm
screening length: 0.0194 nm
depth window: 50 to 200 nm; ions: 2500
hidden directions, tetrahedral: <111> 4/4, <100> 3/3, <110> 0/6
hidden directions, hexagonal: <111> 1/4, <100> 0/3, <110> 0/6
hidden directions, bond centre: <111> 1/4, <100> 0/3, <110> 0/6
hidden directions, [110] row midpoint: <111> 0/4, <100> 1/3, <110> 1/6
sites per cubic cell hidden along all <111>: 16
sites per cubic cell hidden along all <100>: 16
sites per cubic cell hidden along all <110>: 8
<111> yield, S site: 0.0255 +/- 0.0056
<111> yield, T site: 0.0252 +/- 0.0055
<111> apparent substitutional fraction of pure T: 1.000
<100> yield, S site: 0.0329 +/- 0.0047
<100> yield, T site: 0.0324 +/- 0.0046
<100> apparent substitutional fraction of pure T: 1.001
<110> yield, S site: 0.0171 +/- 0.0025
<110> yield, T site: 2.0516 +/- 0.0737
<110> apparent substitutional fraction of pure T: -1.070
<110> row spacing: 0.3840 nm; area per row: 0.0521 nm^2
<110> area fraction below T potential: 0.119
<110> static T flux, entry sum: 2.125; logarithm: 2.125
<110> equilibrium yield, vibrating T: 2.129
<110> equilibrium yield, S: 0.0075; simple estimate: 0.0073
<110> yield, 20% T and 80% S: 0.424
mean excitation energy (rough): 173 eV
electronic stopping (Bethe): 245 eV/nm
energy loss to window end: 49.1 keV = 2.45 %
electronic scattering, rms space angle: 0.105 deg
beam divergence per axis: 0.030 deg
combined imposed spread per axis: 0.080 deg
<110> S yield with spread: 0.0216 +/- 0.0055
<110> T yield with spread: 1.896 +/- 0.058
<111> T yield, doubled vibration variance: 0.0360 +/- 0.0059
<110> yield, 0.01 nm off row: 0.0282 +/- 0.0035
<110> yield, 0.02 nm off row: 0.0538 +/- 0.0053
\end{verbatim}
